# The two-neighbour fast-marching update for film arrival time, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The update and its switch

Let a flat film surface sweep across a square grid at 45 degrees to the grid lines. It reaches the left and lower neighbours of a node at the same moment, and the node itself a little later. The grid spacing is $h$, so the straight line through the two neighbours passes the node at a distance $h/\sqrt2$. If the surface moves at speed $F$ and reached the neighbours at time $a$, it reaches the node at

$$
T=a+\frac{1}{\sqrt2}\frac hF .
$$

Now turn the surface until it is parallel to the vertical grid lines and moves to the right. It reaches the left neighbour at time $a$, and has to cover the full spacing to reach the node, so that $T=a+h/F$. The lower neighbour lies on the same vertical line as the node and is reached at the same moment as the node. It contributes nothing.

Between these two directions, the difference between the neighbours' times grows from zero to $h/F$. A flat surface coming from the lower left cannot produce a larger difference. If a larger one is found on the grid, the later neighbour did not help to bring the surface to the node, and its time must not enter the node's value. This is the switch to the one-neighbour update; what follows obtains it, together with the value of $T$ for every difference, from the equation of motion of the surface.

In atomic layer deposition the natural clock is the number of cycles. Time is therefore counted in cycles, length in nanometres, and $F$ is the growth per cycle in nm per cycle. A fraction of a cycle is an interpolation, because the real film grows in whole cycles. The speed is taken to be positive and the same in all directions, and the surface advances along its own normal, into the open space. With positive speed the surface never retreats, so each point of the open space is covered once, and one number $T(x,y)$, the arrival time, describes the whole history of growth. The film surface at time $t$ is the level curve $T(x,y)=t$. The treatment is two-dimensional, as suits a long trench seen in cross-section.

During a short time $dt$ the surface moves a distance $F\,dt$ along its normal. The gradient of $T$ points along that normal, towards later times, so over this distance $T$ rises by $|\nabla T|\,F\,dt$. The rise must equal $dt$, since the surface has gone from the level $t$ to the level $t+dt$. Hence

$$
F\,|\nabla T|=1,
\qquad
\left(\frac{\partial T}{\partial x}\right)^2+\left(\frac{\partial T}{\partial y}\right)^2=\frac1{F^2}.
$$

A slow film has a steep arrival-time map. Where two parts of the film collide, $T$ has a crease and no gradient. There the rule is that the first arrival counts, because a point that is already covered cannot be covered again.

The derivatives must now be replaced by differences between a node and its neighbours. Let $T$ be the unknown value at the node, and let $T_L$ and $T_R$ be the times of its left and right neighbours. If the surface comes from the left, the left neighbour is earlier than the node and $\partial T/\partial x\approx(T-T_L)/h$, a positive number. If it comes from the right, $\partial T/\partial x\approx-(T-T_R)/h$, a negative number. The sign disappears on squaring. In both cases the difference is taken towards the side from which the surface came, which is what is meant by an upwind difference. If both neighbours are earlier than the node, two fronts approach it from opposite sides, and the earlier neighbour is used, in keeping with the rule of first arrival. If neither is earlier, no information reaches the node along this axis, and the difference is set to zero. With

$$
a=\min(T_L,T_R)
$$

all these cases are contained in

$$
\left|\frac{\partial T}{\partial x}\right|\approx\frac{\max(T-a,0)}{h}.
$$

The vertical axis is treated in the same way, with $b$ the smaller of the times of the lower and upper neighbours. A neighbour whose time is not yet known counts as infinitely late. Thus "two neighbours" means one from each axis. Two opposite neighbours are never combined.

The speed is held at its value at the node while the node is updated. Define the time needed to cross one cell along a grid line,

$$
s=\frac hF .
$$

Inserting the differences into the equation for $T$ and multiplying by $h^2$ gives

$$
G(T)\equiv\max(T-a,0)^2+\max(T-b,0)^2=s^2 .
$$

This single equation contains both updates. It has one solution. For $T\le\min(a,b)$ both terms vanish. Beyond that point at least one term grows with $T$ and the other does not fall, so $G$ increases strictly, continuously and without limit. It therefore passes the positive value $s^2$ once.

Suppose first that the solution is later than both neighbours. Both maxima can then be dropped:

$$
(T-a)^2+(T-b)^2=s^2 .
$$

Expanding the squares and collecting powers of $T$,

$$
2T^2-2(a+b)T+a^2+b^2-s^2=0 .
$$

The quadratic formula gives

$$
T_\pm=\frac{2(a+b)\pm\sqrt{4(a+b)^2-8(a^2+b^2-s^2)}}{4}.
$$

Under the square root,

$$
4(a+b)^2-8(a^2+b^2)+8s^2
=-4a^2+8ab-4b^2+8s^2
=4\left[2s^2-(a-b)^2\right].
$$

The factor 4 leaves the root as a factor 2, which cancels against the denominator:

$$
T_\pm=\frac{a+b\pm\sqrt{2s^2-(a-b)^2}}{2}.
$$

The lower root is at most $(a+b)/2$, the mean of the two neighbours' times, and a mean cannot exceed the larger of its two members. So $T_-$ is never later than both neighbours, which contradicts the assumption under which the quadratic was written. The upper root remains as the candidate. For $a=b$ it gives $T_+=a+s/\sqrt2$, the value found for the surface at 45 degrees.

It still has to be established when the upper root fulfils the assumption. Name the neighbours so that $a\le b$, and let $d=b-a$. Evaluate $G$ at the time of the later neighbour:

$$
G(b)=(b-a)^2+0=d^2 .
$$

Since $G$ increases there, its solution lies beyond $b$ if $G(b)$ is still below the required value $s^2$, and not beyond $b$ otherwise. The later neighbour takes part when, and only when,

$$
d<s .
$$

If $d\ge s$, the solution satisfies $T\le b$. The second term of $G$ is then zero, and $(T-a)^2=s^2$ remains, with $T>a$, so $T=a+s$. The complete update is

$T=T_+$ for $d<s$ and $T=a+s$ for $d\ge s$, with $a\le b$, as derived here from the equation of motion of the surface. It remains to examine what goes wrong when the switch is ignored, to reach the update by a second road, and to apply it to the filling of a trench.
